\section*{Why density-density Coulomb terms split the two-orbital triplet}

\section*{Question}

I have two degenerate orbitals on one atom, $p_x$ and $p_y$, holding two electrons. To simplify the interaction I keep only the terms that are products of occupation numbers: $U$ within an orbital, $U'$ between orbitals for opposite spins, and $U'-J$ between orbitals for parallel spins. I drop the spin-flip and pair-hopping terms.

My reasoning is that Hund's rule is already contained in the $-J$ for parallel spins. The dropped terms are off-diagonal in the occupation basis, so they have no expectation value in any of my configurations. I would therefore expect them to give small corrections, mostly to the singlets, and to leave the triplet ground state alone. Is that right? And do the two dropped terms play the same role?

\section*{Answer}

It is not right. An off-diagonal term gives no first-order energy shift to a \emph{non-degenerate} configuration, but $a\!\uparrow b\!\downarrow$ and $a\!\downarrow b\!\uparrow$ are degenerate. A term connecting them acts at first order, with its full strength $J$. The two dropped terms also do different jobs, so I keep them apart below.

\subsection*{What the full interaction contains}

Call the orbitals $a=p_x$ and $b=p_y$. They are real and share one radial function. There is no spin-orbit coupling, and the equal one-body energies are left out because they only add a constant at fixed electron number. Spins are in units of $\hbar$. With
\begin{equation}
(pr|qs)=\iint \phi_p^*(\mathbf r)\phi_r(\mathbf r)\,
\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}\,
\phi_q^*(\mathbf r')\phi_s(\mathbf r')\,d^3r\,d^3r' ,
\end{equation}
the Coulomb operator is
\begin{equation}
H=\tfrac12\sum_{pqrs}\sum_{\sigma\sigma'}(pr|qs)\,
c^\dagger_{p\sigma}c^\dagger_{q\sigma'}c_{s\sigma'}c_{r\sigma}.
\end{equation}
Reflection $x\to-x$ removes every integral containing $a$ an odd number of times. What remains is $U=(aa|aa)=(bb|bb)$, $U'=(aa|bb)$ and $J=(ab|ab)$, together with their permutations. $J$ is positive, because it is twice the electrostatic self-energy of the charge distribution $e\,\phi_a\phi_b$.

The integrals $U$ and $U'$ give $U\sum_m n_{m\uparrow}n_{m\downarrow}$ and $U'\sum_{\sigma\sigma'}n_{a\sigma}n_{b\sigma'}$. The integral $J$ enters in two ways, with $m\neq m'$ throughout.

\emph{Exchange}, $p=s=m$ and $q=r=m'$. The operator is $c^\dagger_{m\sigma}c^\dagger_{m'\sigma'}c_{m\sigma'}c_{m'\sigma}$. Moving $c_{m\sigma'}$ one place to the left costs a minus sign:
\begin{equation}
c^\dagger_{m\sigma}c^\dagger_{m'\sigma'}c_{m\sigma'}c_{m'\sigma}
=-\,c^\dagger_{m\sigma}c_{m\sigma'}\,c^\dagger_{m'\sigma'}c_{m'\sigma}.
\end{equation}
For $\sigma=\sigma'$ this is $-n_{m\sigma}n_{m'\sigma}$, the familiar reduction for parallel spins. For $\sigma\neq\sigma'$ it is a spin flip. The two choices of $\sigma$ give the same sum over $m\neq m'$, which cancels the factor $\tfrac12$.

\emph{Pair hopping}, $p=q=m$ and $r=s=m'$. Equal spins vanish by the Pauli principle, and the two opposite-spin choices are equal, which again cancels the $\tfrac12$.

Altogether,
\begin{align}
H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}
+U'\sum_{\sigma}n_{a\sigma}n_{b\bar\sigma}
+(U'-J)\sum_\sigma n_{a\sigma}n_{b\sigma}\nonumber\\
&-J_X\sum_{m\ne m'}c^\dagger_{m\uparrow}c_{m\downarrow}c^\dagger_{m'\downarrow}c_{m'\uparrow}
+J_P\sum_{m\ne m'}c^\dagger_{m\uparrow}c^\dagger_{m\downarrow}c_{m'\downarrow}c_{m'\uparrow},
\end{align}
where $\bar\sigma$ is the spin opposite to $\sigma$. The Coulomb operator has $J_X=J_P=J$. Your truncation sets $J_X=J_P=0$. The separate labels show which omission does what.

\subsection*{The triplet}

The states with $S_z=\pm1$ are single determinants, $|t_+\rangle=c^\dagger_{a\uparrow}c^\dagger_{b\uparrow}|0\rangle$ and $|t_-\rangle=c^\dagger_{a\downarrow}c^\dagger_{b\downarrow}|0\rangle$. Neither dropped term acts on them, so both have energy $U'-J$ in every version of the model.

For opposite spins write $|mm'\rangle=c^\dagger_{m\uparrow}c^\dagger_{m'\downarrow}|0\rangle$, so the first label is the orbital of the up electron. The third triplet state follows from the spin-lowering operator:
\begin{equation}
|t_0\rangle=\frac{S_-|t_+\rangle}{\sqrt2}
=\frac{c^\dagger_{a\downarrow}c^\dagger_{b\uparrow}+c^\dagger_{a\uparrow}c^\dagger_{b\downarrow}}{\sqrt2}|0\rangle
=\frac{|ab\rangle-|ba\rangle}{\sqrt2}.
\end{equation}
The minus sign arises from $c^\dagger_{a\downarrow}c^\dagger_{b\uparrow}=-c^\dagger_{b\uparrow}c^\dagger_{a\downarrow}$.

Now apply the spin-flip term to $|m'm\rangle$. Its operators act from the right:
\begin{align}
c_{m'\uparrow}\,c^\dagger_{m'\uparrow}c^\dagger_{m\downarrow}|0\rangle&=c^\dagger_{m\downarrow}|0\rangle,\\
c_{m\downarrow}c^\dagger_{m'\downarrow}\,c^\dagger_{m\downarrow}|0\rangle&=-c^\dagger_{m'\downarrow}|0\rangle .
\end{align}
The remaining $c^\dagger_{m\uparrow}$ gives $-|mm'\rangle$, and the prefactor $-J_X$ turns this into $+J_X|mm'\rangle$. The pair term similarly takes $|m'm'\rangle$ to $J_P|mm\rangle$, with no sign change. Hence
\begin{align}
H\,\frac{|ab\rangle\mp|ba\rangle}{\sqrt2}&=(U'\mp J_X)\,\frac{|ab\rangle\mp|ba\rangle}{\sqrt2},\\
H\,\frac{|aa\rangle\mp|bb\rangle}{\sqrt2}&=(U\mp J_P)\,\frac{|aa\rangle\mp|bb\rangle}{\sqrt2}.
\end{align}
The triplet state is the upper sign of the first line, so
\begin{equation}
E(t_0)-E(t_\pm)=(U'-J_X)-(U'-J)=J-J_X .
\label{split}
\end{equation}
With $J_X=J$ the triplet is degenerate. With $J_X=0$ it splits by $J$, and $t_0$ becomes degenerate with the inter-orbital singlet at $U'$. The amplitude $J_P$ does not appear: dropping pair hopping alone leaves the triplet whole.

This locates the flaw in your argument. The determinant $|ab\rangle$ is half triplet and half singlet, with $\langle S^2\rangle=1$. Its mean energy in the full model really is $U'$, the average of $U'-J$ and $U'+J$. The truncation gets that mean right, but it also makes the determinant an eigenstate, which it is not in the full model.

\subsection*{Numbers for a nitrogen 2p pair}

The nitrogen atom in its quartet state has one electron in each 2p orbital and is spherical, so the three orbitals share a radial function. Restricted open-shell Hartree--Fock in the cc-pVTZ basis gives the bare integrals
\begin{equation}
U=19.164,\qquad U'=17.232,\qquad J=0.966\ \text{eV}.
\end{equation}
Three decimals are kept so that the differences can be followed; they are not converged in the basis. Near the basis-set limit the values are $U=19.148$, $U'=17.219$ and $J=0.965$ eV, so the levels below move down by $0.01$ to $0.02$ eV. These are unscreened integrals with frozen orbitals, neither parameters for a solid nor a prediction of measured ion levels.

For two electrons in $p_x,p_y$, the full triplet lies at $17.232-0.966=16.266$ eV. The levels in eV, with degeneracies in parentheses, are:

\begin{center}
\begin{tabular}{ll}
full & 16.27 (3), 18.20 (2), 20.13 (1)\\
no pair hopping & 16.27 (3), 18.20 (1), 19.16 (2)\\
no spin flip & 16.27 (2), 17.23 (2), 18.20 (1), 20.13 (1)\\
density-density & 16.27 (2), 17.23 (2), 19.16 (2)
\end{tabular}
\end{center}

The false splitting is $0.966$ eV, or about $1.1\times10^4$ K. It equals the parallel-spin energy gain that you kept, so it cannot be called a small correction to it.

\subsection*{A magnetic anisotropy with no physical source}

Within the triplet, the density-density operator has energy $U'-J$ for $S_z=\pm1$ and $U'$ for $S_z=0$. That is
\begin{equation}
H_{\rm dd}\big|_{\rm triplet}=U'-J\,S_z^2 ,
\end{equation}
an easy-axis anisotropy along whichever axis was chosen to label the spins.

To see its effect, tilt both spins by an angle $\theta$ from $z$. Each creation operator becomes $\cos\frac\theta2\,c^\dagger_{m\uparrow}+\sin\frac\theta2\,c^\dagger_{m\downarrow}$, and multiplying out the two factors gives
\begin{equation}
|\theta\rangle=\cos^2\tfrac\theta2\,|t_+\rangle+\sqrt2\,\sin\tfrac\theta2\cos\tfrac\theta2\,|t_0\rangle+\sin^2\tfrac\theta2\,|t_-\rangle .
\end{equation}
The weight of $t_0$ is $2\sin^2\frac\theta2\cos^2\frac\theta2=\frac12\sin^2\theta$, and this part costs $J$ more:
\begin{equation}
\langle\theta|H_{\rm dd}|\theta\rangle=U'-J+\tfrac J2\sin^2\theta .
\end{equation}
For nitrogen, turning two parallel spins from $z$ to $x$ raises the mean energy from $16.266$ to $16.266+0.483=16.749$ eV. The full operator gives $16.266$ eV in both directions, as it must without spin-orbit coupling.

The ground manifold changes too. In the full triplet, $S^2=2$ is shared equally, so the average of $S_z^2$ and of $S_x^2$ is $2/3$. After truncation only $t_\pm$ remain. Then $S_z^2=1$, and the remaining $1$ is shared between $x$ and $y$, so the average of $S_x^2$ is $1/2$.

\subsection*{What pair hopping protects}

Orbital rotations mix $a$ and $b$ for both spins at once. Let Pauli matrices act on the orbital label, with $\sigma_z=+1$ for $a$ and $-1$ for $b$. The first factor of each product refers to the up electron, the second to the down electron. Then:
\begin{itemize}
\item $\sigma_z\sigma_z$ is $+1$ on $|aa\rangle,|bb\rangle$ and $-1$ on $|ab\rangle,|ba\rangle$;
\item $\sigma_x\sigma_x$ exchanges $|aa\rangle\leftrightarrow|bb\rangle$ and $|ab\rangle\leftrightarrow|ba\rangle$;
\item $\sigma_y\sigma_y$ does the same, but with a minus sign for the first pair, since $\sigma_y|a\rangle=i|b\rangle$ and $\sigma_y|b\rangle=-i|a\rangle$.
\end{itemize}
The opposite-spin block is therefore
\begin{equation}
h=\frac{U+U'}2+\frac{U-U'}2\sigma_z\sigma_z+\frac{J_X+J_P}2\sigma_x\sigma_x+\frac{J_X-J_P}2\sigma_y\sigma_y .
\label{pauli}
\end{equation}
Rotations are generated by $G=\sigma_y\otimes1+1\otimes\sigma_y$. Using $[\sigma_z,\sigma_y]=-2i\sigma_x$ and $[\sigma_x,\sigma_y]=2i\sigma_z$,
\begin{equation}
[h,G]=i\,\bigl[J_X+J_P-(U-U')\bigr](\sigma_x\sigma_z+\sigma_z\sigma_x).
\end{equation}
For parallel spins there is one orbital state, the antisymmetric combination of $a$ and $b$. A rotation leaves it unchanged, so it adds no condition. The two invariance conditions are thus
\begin{equation}
\text{spin: } J_X=J,\qquad\qquad \text{orbital: } U-U'=J_X+J_P .
\label{conditions}
\end{equation}
They are required by the two-electron sector. With one or three electrons both dropped terms vanish and the four states are degenerate anyway (at $0$ and at $U+2U'-J$), so those sectors impose no condition. When the conditions are met, $H$ is invariant on the whole Fock space. The commutator of $H$ with a one-body generator is again a two-body operator, and such an operator vanishes if it vanishes on all two-electron states.

The full Coulomb operator does commute with rotations about $z$, so its integrals must obey $U-U'=2J$. For nitrogen, $19.164-17.232=1.932=2\times0.966$ eV. With these integrals fixed, dropping either term breaks orbital invariance, while only the loss of the spin flip breaks spin invariance. A model without pair hopping can be orbitally invariant if one instead \emph{chooses} $U'=U-J$ and keeps $J_X=J$, but those are not the Coulomb integrals of this pair.

A direct symptom is the energy of two electrons in the same rotated orbital, $a\cos\varphi+b\sin\varphi$. In this state $\langle\sigma_z\rangle=\cos2\varphi$, $\langle\sigma_x\rangle=\sin2\varphi$ and $\langle\sigma_y\rangle=0$ for each electron. Equation (\ref{pauli}), with $\cos^22\varphi=1-\sin^22\varphi$, gives
\begin{equation}
E(\varphi)=U-\tfrac12\,(U-U'-J_X-J_P)\sin^22\varphi .
\end{equation}
The full operator gives $U$ for every $\varphi$. Each dropped term lowers the energy at $45^\circ$ by $J/2$. With both dropped, it falls from $19.164$ to $18.198$ eV, although the orbital has merely been turned in space.

\subsection*{The error depends on the orbital basis}

Suppose you make the same truncation in the complex orbitals $|\pm\rangle=(|a\rangle\pm i|b\rangle)/\sqrt2$. Overall phases do not matter here. For the full operator, $(U+U')/2=U-J$, so
\begin{equation}
h=U-J+J(\sigma_z\sigma_z+\sigma_x\sigma_x).
\end{equation}
From $\sigma_z|\pm\rangle=|\mp\rangle$ and $\sigma_x|\pm\rangle=\pm i|\mp\rangle$,
\begin{align}
h|{+}{+}\rangle&=(U-J)|{+}{+}\rangle+J(1+i^2)|{-}{-}\rangle=(U-J)|{+}{+}\rangle,\\
h|{+}{-}\rangle&=(U-J)|{+}{-}\rangle+J\bigl(1+i(-i)\bigr)|{-}{+}\rangle\nonumber\\
&=(U-J)|{+}{-}\rangle+2J|{-}{+}\rangle .
\end{align}
Both direct integrals equal $U-J$, pair hopping between these two orbitals is absent, and the exchange integral is $2J$. Density-density truncation now reduces the opposite-spin block to the constant $U-J$, which commutes with $G$. Axial orbital rotations therefore survive. Spin fares worse: $t_\pm$ stay at $U-J-2J=U'-J$ while $t_0$ sits at $U-J$, a splitting of $2J=1.932$ eV.

In either basis, parallel spins receive direct minus exchange and opposite spins receive direct alone. The false splitting is the exchange integral of the two orbitals used to define the truncation.

\subsection*{Does the third p orbital change this?}

It changes the singlets but does not rescue the triplet. With $p_z$ included, the full operator gives $16.27$ eV (9 states), $18.20$ eV (5) and $21.10$ eV (1), the $^3P$, $^1D$ and $^1S$ terms. The pair's level at $20.13$ eV is missing, because $p_x^2+p_y^2$ also couples to $p_z^2$ by pair hopping. It belongs to the two-orbital model and is not an atomic term.

Density-density terms in the real orbitals turn the nine $^3P$ states into six at $16.27$ eV. The three $S_z=0$ partners move to $17.23$ eV, where they meet three singlet states.

\subsection*{What to do in practice}

For two electrons in $p$ orbitals the truncation gives the correct energy for the $S_z=\pm1$ states, so there it can serve for a quantity that needs nothing else. For the threefold degeneracy of the triplet, the direction dependence of a spin moment, or comparisons between spin orientations, restore the spin flip with $J_X=J$. For orbital invariance with the true Coulomb integrals, and hence for the singlet levels, restore pair hopping as well: without it the singlets lie at $18.20$ eV (1) and $19.16$ eV (2) instead of $18.20$ eV (2) and $20.13$ eV (1). Adjusting $U$ and $U'$ cannot repair the triplet, since neither enters equation (\ref{split}); with $J_X=0$ the splitting vanishes only at $J=0$, where Hund's exchange is gone too.

These rules rely on the reflection argument that left only $U$, $U'$ and $J$. In a full $d$ shell, integrals with three or four different real orbitals do not vanish, and they couple even the parallel-spin determinants. For two $d$ electrons the density-density terms then give four $S_z=1$ levels in place of $^3F$ and $^3P$. Restoring spin flip and pair hopping keeps each triplet threefold degenerate but does not recover orbital invariance or the atomic terms.

The numerical check builds the interaction from the computed integrals and checks the cc-pVTZ $p$-orbital spectra, invariance conditions and rotated-state energies.

\section*{Numbers as computed}
\begin{verbatim}
N atom, quartet, ROHF/cc-pVTZ; bare 2p Coulomb integrals
total energy of the atom: -54.397358 hartree
U  = 19.1644 eV
U' = 17.2323 eV
J  = 0.9661 eV
U - U' = 1.9321 eV, 2J = 1.9321 eV
Two electrons in px, py: levels in eV (degeneracy)
  full: 16.2663 (x3), 18.1984 (x2), 20.1305 (x1)
  no pair hopping: 16.2663 (x3), 18.1984 (x1), 19.1644 (x2)
  no spin flip: 16.2663 (x2), 17.2323 (x2), 18.1984 (x1), 20.1305 (x1)
  density-density: 16.2663 (x2), 17.2323 (x2), 19.1644 (x2)
Triplet splitting E(Sz=0) - E(Sz=1), eV
  full: 0.0000
  no pair hopping: 0.0000
  no spin flip: 0.9661
  density-density: 0.9661
density-density splitting / k_B: 11211 K
Largest element of [H,S+] and of [H,Lz/hbar], eV
  full: 0.0000, 0.0000
  no pair hopping: 0.0000, 0.9661
  no spin flip: 0.9661, 0.9661
  density-density: 0.9661, 1.9321
<S^2> of determinant a-up b-down: 1.0000 hbar^2
Parallel spins, mean energy along z and along x, eV
  full: 16.2663, 16.2663
  density-density: 16.2663, 16.7493
Ground-manifold averages of Sz^2 and Sx^2, hbar^2
  full: 0.6667, 0.6667
  density-density: 1.0000, 0.5000
Pair in one orbital at 0 and at 45 degrees, mean energy, eV
  full: 19.1644, 19.1644
  no pair hopping: 19.1644, 18.6814
  no spin flip: 19.1644, 18.6814
  density-density: 19.1644, 18.1984
Complex orbitals p+, p-
  direct integrals (++|++), (++|--): 18.1984, 18.1984 eV
  exchange integral: 1.9321 eV; pair hopping: 0.0000 eV
  density-density levels, eV: 16.2663 (x2), 18.1984 (x4)
  density-density triplet splitting: 1.9321 eV
Two electrons in the whole 2p shell: levels in eV (degeneracy)
  full: 16.2663 (x9), 18.1984 (x5), 21.0966 (x1)
  density-density: 16.2663 (x6), 17.2323 (x6), 19.1644 (x3)
\end{verbatim}
